\section*{Broken-Bond Wulff Shapes of Bravais Crystals Are Zonohedra}

\section{Two edge lengths}

Take an fcc particle measuring 20 nm between opposite $\{100\}$ facets, with bond energies of 0.350 eV between first neighbours and 0.035 eV between second neighbours. Its zero-temperature shape of least surface energy has 26 facets and 48 vertices, but only two edge lengths: 6.73 nm along $\langle110\rangle$ and 0.952 nm along $\langle100\rangle$. Their ratio is 7.07, although the bond energies differ by a factor of 10. The missing factor is $\sqrt2$, the ratio of the two bond lengths. Each edge is parallel to a bond, and its length is proportional to bond energy times bond length. The theorem below explains why.

\section{Assumptions and statement}

Atoms occupy fixed sites of a Bravais lattice with cell volume $\Omega$. Two atoms separated by $\pm\mathbf b$ lower the energy by $\varphi_b>0$, where $\mathbf b$ runs over a finite list that holds one vector of each pair $\pm\mathbf b$, no two of them parallel. The listed bonds span space. There is no relaxation, reconstruction or thermal disorder, and the crystal is large enough for edge and corner energies to be neglected.

A bond shared by two atoms gives each of them $-\varphi_b/2$. Relative to the same number of bulk atoms, a crystal therefore has the excess energy $\varphi_b/2$ for every pair of an occupied site and an empty site separated by $\pm\mathbf b$. The surface energy $\gamma(\mathbf n)$ is the smallest excess energy per area of any surface with mean outward unit normal $\mathbf n$.

\paragraph{Theorem.} Let $\mathbf s_b=\varphi_b\mathbf b/(2\Omega)$. Then:

(i) The surface energy is
\begin{equation}
\gamma(\mathbf n)=\frac1{2\Omega}\sum_b\varphi_b|\mathbf b\cdot\mathbf n|=\sum_b|\mathbf s_b\cdot\mathbf n| .
\label{gamma}
\end{equation}

(ii) The Wulff shape is a Minkowski sum of segments, hence a zonohedron:
\begin{equation}
W=\{\mathbf x:\mathbf x\cdot\mathbf n\le\gamma(\mathbf n)\ \text{for all }\mathbf n\}=\sum_b[-\mathbf s_b,\mathbf s_b].
\label{W}
\end{equation}

(iii) Among polyhedra $K$ of given volume, a scaled copy of $W$ has the least surface energy $F(K)=\sum_fA_f\gamma(\mathbf n_f)$, where $A_f$ and $\mathbf n_f$ are the face areas and outward normals.

The Minkowski sum $K+L$ is the set of all $\mathbf x+\mathbf y$ with $\mathbf x\in K$ and $\mathbf y\in L$. The segment for $\mathbf b$ has length $\varphi_b|\mathbf b|/\Omega$, so its weight is bond energy times bond length, not bond energy alone.

\section{Surface energy}

\paragraph{Lemma 1.} A flat cut has the energy \eqref{gamma}.

\emph{Proof.} Fill all sites with $\mathbf x\cdot\mathbf n\le c$. Choose the sign of $\mathbf b$ so that $\mathbf b\cdot\mathbf n\ge0$. An occupied site $\mathbf x$ has an empty neighbour at $\mathbf x+\mathbf b$ when
\[
c-\mathbf b\cdot\mathbf n<\mathbf x\cdot\mathbf n\le c .
\]
This slab has thickness $\mathbf b\cdot\mathbf n$. The density of sites is $1/\Omega$, so the slab holds $\mathbf b\cdot\mathbf n/\Omega$ sites per area, averaged over a large area. Each costs $\varphi_b/2$; summing over bonds gives \eqref{gamma}. $\square$

\paragraph{Lemma 2.} No surface of the same mean orientation costs less.

\emph{Proof.} Consider any arrangement that is full far below the mean plane and empty far above it. If $\mathbf b\cdot\mathbf n>0$, the sites $\dots,\mathbf x,\mathbf x+\mathbf b,\mathbf x+2\mathbf b,\dots$ form a chain running from crystal to vacuum. Each chain has one site in the slab of Lemma 1, so there are $\mathbf b\cdot\mathbf n/\Omega$ chains per area. Every chain passes at least once from an occupied to an empty site, and the flat cut makes it do so once. Bonds with $\mathbf b\cdot\mathbf n=0$ cost at least zero, and the flat cut breaks none of them. Since every $\varphi_b$ is positive, the total is bounded below by the sum of these separate minima, and the flat cut reaches them all together. $\square$

Two assumptions carry this proof: bonds continue as straight chains, and no bond is repulsive. The result can be tested without supposing a flat surface. A minimum-cut calculation over all occupations of a periodic slab, with $4\times4$ surface cells, 14 layers and $\varphi_1:\varphi_2=10:1$, gave the value of \eqref{gamma} for the fcc orientations (100), (110), (111), (210), (311) and (321).

\section{From surface energy to zonohedron}

The support function of a closed bounded convex body $K$ is $h_K(\mathbf n)=\max_{\mathbf x\in K}\mathbf x\cdot\mathbf n$.

\paragraph{Lemma 3.} $K=\{\mathbf x:\mathbf x\cdot\mathbf n\le h_K(\mathbf n)\text{ for all }\mathbf n\}$.

\emph{Proof.} Points of $K$ satisfy all the inequalities by definition. Let $\mathbf y\notin K$, let $\mathbf p$ be the point of $K$ nearest to $\mathbf y$, and take any $\mathbf x\in K$. By convexity $\mathbf p+t(\mathbf x-\mathbf p)$ lies in $K$ for $0\le t\le1$ and is no nearer to $\mathbf y$ than $\mathbf p$ is. Expanding the squared distance gives
\[
-2t(\mathbf y-\mathbf p)\cdot(\mathbf x-\mathbf p)+t^2|\mathbf x-\mathbf p|^2\ge0 .
\]
Dividing by $t$ and letting $t\to0$ gives $(\mathbf y-\mathbf p)\cdot(\mathbf x-\mathbf p)\le0$. With $\mathbf n$ along $\mathbf y-\mathbf p$, this says $h_K(\mathbf n)=\mathbf p\cdot\mathbf n<\mathbf y\cdot\mathbf n$, so $\mathbf y$ violates an inequality. $\square$

\emph{Proof of (ii).} On $[-\mathbf s,\mathbf s]$ the largest value of $\mathbf x\cdot\mathbf n$ is $|\mathbf s\cdot\mathbf n|$. In a Minkowski sum the terms are chosen independently, so the maxima add: $h_{K+L}=h_K+h_L$. Hence $\sum_b[-\mathbf s_b,\mathbf s_b]$ has support function $\sum_b|\mathbf s_b\cdot\mathbf n|=\gamma(\mathbf n)$. This sum is convex, closed and bounded, and Lemma 3 identifies it with $W$. $\square$

\section{Why this shape minimizes the energy}

\paragraph{Lemma 4 (Brunn--Minkowski).} For polyhedra $A,B$,
\begin{equation}
V(A+B)^{1/3}\ge V(A)^{1/3}+V(B)^{1/3}.
\label{BM}
\end{equation}

\emph{Proof.} First let $A$ and $B$ be boxes with parallel axes and sides $a_i,b_i$. Then $A+B$ has sides $a_i+b_i$. The inequality of geometric and arithmetic means gives
\[
\prod_i\Big(\frac{a_i}{a_i+b_i}\Big)^{1/3}+\prod_i\Big(\frac{b_i}{a_i+b_i}\Big)^{1/3}
\le\frac13\sum_i\frac{a_i+b_i}{a_i+b_i}=1,
\]
which is \eqref{BM} divided by $V(A+B)^{1/3}$.

Next let $A$ and $B$ be finite unions of non-overlapping boxes, and use induction on the total number of boxes. Name the sets so that $A$ has at least two. Some coordinate plane separates two of its boxes, so the parts $A_\pm$ on either side each contain fewer boxes than $A$. Shift $B$ until the same plane divides it in the same volume ratio, $V(B_\pm)/V(B)=V(A_\pm)/V(A)=\theta_\pm$. The parts $B_\pm$ have no more boxes than $B$. After the plane is placed at coordinate zero, $A_++B_+$ and $A_-+B_-$ lie on opposite sides of it, so by the induction hypothesis
\begin{align*}
V(A+B)&\ge\sum_\pm V(A_\pm+B_\pm)
\ge\sum_\pm\big[V(A_\pm)^{1/3}+V(B_\pm)^{1/3}\big]^3\\
&=\sum_\pm\theta_\pm\big[V(A)^{1/3}+V(B)^{1/3}\big]^3
=\big[V(A)^{1/3}+V(B)^{1/3}\big]^3 .
\end{align*}
Finally, fill general polyhedra from inside with ever finer boxes. The sum of the fillings lies inside $A+B$, and their volumes tend to $V(A)$ and $V(B)$. $\square$

\emph{Proof of (iii).} Enlarge $K$ to $K+\varepsilon W$. A new point is $\mathbf y=\mathbf x+\varepsilon\mathbf w$ with $\mathbf x\in K$, $\mathbf w\in W$. Let $\mathbf p$ be the last point of $K$ on the way from $\mathbf x$ to $\mathbf y$. Since $W$ is convex and contains the origin, $\mathbf y-\mathbf p\in\varepsilon W$. If $\mathbf p$ is inside a face $f$, then $\mathbf y$ lies above that face by at most $\varepsilon\gamma(\mathbf n_f)$. If $\mathbf p$ is on an edge, $\mathbf y$ is within a distance of order $\varepsilon$ of it, and such points fill a volume of order $\varepsilon^2$. Hence
\[
V(K+\varepsilon W)\le V(K)+\varepsilon F(K)+O(\varepsilon^2).
\]
Lemma 4 with $V(\varepsilon W)=\varepsilon^3V(W)$ gives
\[
V(K+\varepsilon W)\ge V(K)+3\varepsilon V(K)^{2/3}V(W)^{1/3}+O(\varepsilon^2).
\]
Combine the two, subtract $V(K)$, divide by $\varepsilon$ and let $\varepsilon\to0$:
\begin{equation}
F(K)\ge3V(K)^{2/3}V(W)^{1/3}.
\label{bound}
\end{equation}
For $K=\lambda W$ each face lies at distance $\lambda\gamma(\mathbf n_f)$ from the origin. Dividing $K$ into pyramids gives $V(K)=\frac13\sum_fA_f\lambda\gamma(\mathbf n_f)=\lambda F(K)/3$. With $V(K)=\lambda^3V(W)$ this becomes $F=3\lambda^2V(W)$, which equals the right side of \eqref{bound}. $\square$

\section{Facets, edges and volume}

Write a point of $W$ as $\mathbf x=\sum_bt_b\mathbf s_b$ with $|t_b|\le1$. To maximize $\mathbf x\cdot\mathbf n$, set $t_b=\operatorname{sgn}(\mathbf s_b\cdot\mathbf n)$ where the product is nonzero; the other $t_b$ remain free. The face with normal $\mathbf n$ is thus
\begin{equation}
W_{\mathbf n}=\mathbf c+\sum_{\mathbf b\cdot\mathbf n=0}[-\mathbf s_b,\mathbf s_b],\qquad
\mathbf c=\sum_{\mathbf b\cdot\mathbf n\ne0}\operatorname{sgn}(\mathbf b\cdot\mathbf n)\,\mathbf s_b .
\label{face}
\end{equation}
A facet therefore needs two bond directions in its plane, and every facet has a centre of symmetry. With one bond in the plane the face is an edge of length $2|\mathbf s_b|=\varphi_b|\mathbf b|/\Omega$.

For the area of a facet, add its segments one at a time. Adding $[-\mathbf s_j,\mathbf s_j]$ lengthens every chord parallel to $\mathbf s_j$ by $2|\mathbf s_j|$. The width across these chords is $\sum_{i<j}2|\mathbf s_i\times\mathbf s_j|/|\mathbf s_j|$, so the area grows by $4\sum_{i<j}|\mathbf s_i\times\mathbf s_j|$. The same argument in space multiplies $2|\mathbf s_k|$ by the area of the earlier body projected along $\mathbf s_k$. That projection is again a sum of segments $[-\mathbf s_i',\mathbf s_i']$, and $|\mathbf s_k||\mathbf s_i'\times\mathbf s_j'|=|\det(\mathbf s_i,\mathbf s_j,\mathbf s_k)|$. Hence
\begin{equation}
A_{\mathbf n}=4\sum_{i<j}|\mathbf s_i\times\mathbf s_j|,\qquad
V(W)=8\sum_{i<j<k}|\det(\mathbf s_i,\mathbf s_j,\mathbf s_k)|,
\end{equation}
where the first sum covers bonds in the facet plane.

\paragraph{Remark on steps.} Suppose $\mathbf n$ is a rotation axis of the crystal, so that $\mathbf c$ is parallel to $\mathbf n$. Tilt the surface by a small angle $\theta$ towards an in-plane unit vector $\mathbf t$. No out-of-plane product $\mathbf b\cdot\mathbf n$ changes sign, so the energy per area of the facet plane is
\[
\frac{\gamma(\mathbf n\cos\theta+\mathbf t\sin\theta)}{\cos\theta}
=\gamma(\mathbf n)+\tan\theta\sum_{\mathbf b\cdot\mathbf n=0}|\mathbf s_b\cdot\mathbf t| ;
\]
the out-of-plane bonds add $\tan\theta\,\mathbf c\cdot\mathbf t=0$. Steps of height $h$ have density $\tan\theta/h$. Their energy per length is therefore $\beta(\mathbf t)=h\sum|\mathbf s_b\cdot\mathbf t|$, which is $h$ times the distance in $W$ from the facet centre to its boundary line with normal $\mathbf t$.

\section{The fcc particle}

Let $a=0.41$ nm, so $\Omega=a^3/4=0.01723$ nm$^3$. The list has six $\langle110\rangle$ bonds of length $a/\sqrt2$ and three $\langle100\rangle$ bonds of length $a$. For (100), four first-neighbour bonds have $|\mathbf b\cdot\mathbf n|=a/2$ and one second-neighbour bond has $a$. Projecting the bonds on the other normals in the same way gives
\begin{align*}
\gamma_{100}&=\frac{2(2\varphi_1+\varphi_2)}{a^2}=8.745\ \mathrm{eV/nm^2}=1.401\ \mathrm{J/m^2},\\
\gamma_{110}&=\frac{\sqrt2(3\varphi_1+2\varphi_2)}{a^2}=9.422\ \mathrm{eV/nm^2}=1.510\ \mathrm{J/m^2},\\
\gamma_{111}&=\frac{2\sqrt3(\varphi_1+\varphi_2)}{a^2}=7.934\ \mathrm{eV/nm^2}=1.271\ \mathrm{J/m^2}.
\end{align*}

Two bond directions can span three kinds of plane. A $\{100\}$ plane holds four of them and gives an octagon, a $\{111\}$ plane holds three and gives a hexagon, and a $\{110\}$ plane holds two and gives a rectangle. The count is $6+8+12=26$.

The size fixes $\lambda=10\ \mathrm{nm}/\gamma_{100}=1.1435$ nm$^3$/eV. The segments have lengths 5.889 and 0.833 eV/nm$^2$, and multiplication by $\lambda$ gives the edges of 6.73 and 0.952 nm. A $\{110\}$ rectangle has area $6.734\times0.952=6.41$ nm$^2$. All twelve make up 5.5\% of the surface, against 67.0\% for $\{111\}$ and 27.5\% for $\{100\}$.

With $V(W)=2952.5$ (eV/nm$^2$)$^3$, the particle has volume $\lambda^3V(W)=4415$ nm$^3$, about 256\,000 atoms, and surface energy $3\lambda^2V(W)=11\,583$ eV. A cube of equal volume bounded by $\{100\}$ costs more by the factor $2\gamma_{100}/V(W)^{1/3}=1.219$; a sphere costs 1.063 times the minimum.

As $\varphi_2\to0$ the short edges vanish. The rectangles collapse to lines and leave a truncated octahedron with equal edges. As $\varphi_1\to0$ only three perpendicular segments remain, and the shape is a cube.

\section{Where the theorem fails}

\paragraph{Bonds without straight chains.} In diamond each atom has four bonds of length $\sqrt3a/4$, and none continues straight through an atom. For (111), one bond is parallel to the normal and three have one third of its projection. The sum of projections is $\sqrt3a/2$, and the layer period is $a/\sqrt3$, so the segment formula predicts $3/2$ broken bonds per surface cell. This is an average over cut heights: one bond is cut over three quarters of the period and three bonds over the rest. The surface can choose its height, and the minimum-cut calculation gives 1 bond. Lemma 2 no longer holds, and for (111) \eqref{gamma} is too large by half.

\paragraph{Repulsive bonds.} Let $\varphi_2<0$ with $|\varphi_2|\ll\varphi_1$, and build the shape from flat cuts. Two adjacent $\{111\}$ planes limit its reach along [110] to $\sqrt{3/2}\,\gamma_{111}$. The surface energies above give
\[
\gamma_{110}-\sqrt{3/2}\,\gamma_{111}=-\sqrt2\,\varphi_2/a^2>0,
\]
so the $\{110\}$ planes do not touch the shape. On a $\{111\}$ facet, the edge shared with another $\{111\}$ facet lies at distance $\gamma_{111}/\sqrt2$ from the centre. The opposite edge, shared with $\{100\}$, lies at $\sqrt{3/2}\,\gamma_{100}-\gamma_{111}/\sqrt2$. The two agree only if $\gamma_{100}/\gamma_{111}=2/\sqrt3$, whereas here
\[
\frac{\gamma_{100}}{\gamma_{111}}=\frac2{\sqrt3}\,\frac{1+\varphi_2/(2\varphi_1)}{1+\varphi_2/\varphi_1}>\frac2{\sqrt3}.
\]
The facet has no centre of symmetry, so by \eqref{face} the shape is not a zonohedron. Construction from flat cuts with Miller indices up to 3 and $\varphi_2=-0.035$ eV confirmed both statements.

\section{Comparison with silver}

The parameters are round values in the rough regime of silver, whose surface energy is about 1.2 J/m$^2$ and whose cohesive energy is about 3 eV per atom. The model gives a similar surface energy but a cohesive energy of only $6\varphi_1+3\varphi_2=2.2$ eV. Scaling both bonds to repair the cohesion would raise $\gamma_{111}$ to about 1.7 J/m$^2$ and leave the shape unchanged. No positive $\varphi_1$ and $\varphi_2$ match both quantities: a $\gamma_{111}$ of 1.2 J/m$^2$ requires $\varphi_1+\varphi_2\approx0.36$ eV, and the cohesive energy $6\varphi_1+3\varphi_2$ is then at most $6(\varphi_1+\varphi_2)\approx2.2$ eV. The pair model also leaves out that the energy per bond in a metal depends on coordination.

A simple many-body model shows what this does to the shape. Let each atom's energy be proportional to minus the square root of its summed bond energies. For flat cuts, $\gamma_{110}/\gamma_{111}$ then rises from 1.188 to 1.228, and the shape reaches only 0.9975 of the distance to the $\{110\}$ plane. The $\{110\}$ facets disappear, though by a margin too small to settle their fate in silver: with $\varphi_2/\varphi_1=0.15$ instead of 0.10, the same model keeps them.

Temperature acts on the same facets. A (110) step along [001] cuts one first-neighbour bond per spacing $a$, and a kink of $k$ atoms breaks $|k|$ second-neighbour bonds. If overhangs and terrace defects are neglected, summing over $k$ at each spacing gives the step free energy
\[
f=\frac{\varphi_1}2-k_BT\ln\sum_{k=-\infty}^{\infty}e^{-|k|\varphi_2/(2k_BT)}
=\frac{\varphi_1}2-k_BT\ln\coth\frac{\varphi_2}{4k_BT}.
\]
At 600 K, $k_BT=0.0517$ eV is about three times the energy $\varphi_2/2=0.0175$ eV of a single kink, and $f$ falls from 0.175 to 0.083 eV. For the step along $[1\bar10]$ the bonds exchange roles, and $f$ falls from 0.0175 to 0.0140 eV. If facet width follows step free energy as in the remark on steps, with $\lambda$ held fixed, the facet shrinks from $6.73\times0.95$ nm to about $3.2\times0.8$ nm. Its outline is then no longer a rectangle but nearly an ellipse: the exact step free energy of the two-dimensional Ising model with the same in-plane bonds gives it about 80\% of the area of the enclosing rectangle, against 79\% for an ellipse. Both step free energies vanish near 920 K, the critical point of that single Ising layer. This is not the temperature at which the bond model loses the facets. If all layers may fluctuate without overhangs, the (110) surface is a six-vertex model, which roughens when $e^{-\varphi_1/(2k_BT)}+e^{-\varphi_2/(2k_BT)}=1$, near 1130 K.

Finite size matters less for the energy. A cluster of 257\,317 atoms cut to the Wulff shape has a broken-bond energy within 0.01\% of the continuum minimum for its own volume; clusters cut at other diameters between 19 and 21 nm deviate by up to about 0.03\%, with either sign. The short side of a $\{110\}$ facet, however, spans only about 2.3 lattice constants, so its width in a real particle can change only in steps comparable with the width itself. The $\{111\}$ and $\{100\}$ facets are the sturdier part of the prediction; the narrow $\{110\}$ facets depend on the bonding model, on the ratio $\varphi_2/\varphi_1$ and on low temperature. The numerical output lists the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant a = 0.41 nm
first-neighbour bond energy = 0.350 eV
second-neighbour bond energy = 0.035 eV
distance between opposite {100} facets = 20.0 nm
cell volume Omega = 0.017230 nm^3
cohesive energy of the pair model = 2.205 eV/atom
gamma(100) = 8.745 eV/nm^2 = 1.401 J/m^2
gamma(110) = 9.422 eV/nm^2 = 1.510 J/m^2
gamma(111) = 7.934 eV/nm^2 = 1.271 J/m^2
gamma(100)/gamma(111) = 1.1022
gamma(110)/gamma(111) = 1.1876
segment length, first neighbours = 5.889 eV/nm^2
segment length, second neighbours = 0.833 eV/nm^2
volume of W = 2952.5 (eV/nm^2)^3
scale factor lambda = 1.1435 nm^3/eV
number of facets = 26, of vertices = 48
edge length along <110> = 6.734 nm
edge length along <100> = 0.952 nm
{100}: area per facet = 64.40 nm^2, share of surface = 27.5 %
{110}: area per facet = 6.41 nm^2, share of surface = 5.5 %
{111}: area per facet = 117.83 nm^2, share of surface = 67.0 %
particle volume = 4415.1 nm^3
atoms, volume/Omega = 256240
atoms counted in the cluster = 257317
total surface energy = 11583 eV
sphere energy / Wulff energy, equal volume = 1.0628
cube energy / Wulff energy, equal volume = 1.2191
atomistic Wulff cluster / continuum minimum = 0.99997
atomistic sphere / continuum minimum = 1.06142
diamond (111), cheapest cut = 1.000 bonds per cell
diamond (111), segment formula = 1.500 bonds per cell
(110) layer height = 0.1450 nm
(110) step along [001], energy = 0.4268 eV/nm
(110) step along [1-10], energy = 0.0604 eV/nm
temperature of use = 600 K, kT = 0.0517 eV
step along [001]: 0.1750 eV per spacing at 0 K, 0.0827 eV at T
step along [1-10]: 0.0175 eV per spacing at 0 K, 0.0140 eV at T
{110} facet long side at T = 3.18 nm
{110} facet short side at T = 0.76 nm
estimated vanishing temperature of {110} facets = 920 K
many-body gamma(110)/gamma(111) = 1.2278
many-body shape: reach along [110] / gamma(110) = 0.9975
\end{verbatim}
